# Why Spin Extraction Reverses the Spin Accumulation Made by Injection

## Definitions and conventions

A ferromagnetic metal fills $x<0$, a thin tunnel barrier lies at $x=0$, and an n-type semiconductor fills $x>0$. The algebra is in atomic units, so the elementary charge is 1. Currents are counted as electron particle fluxes per area, positive towards $+x$:

- $j_\uparrow$ and $j_\downarrow$ are the fluxes of the two spins through the barrier;
- $J=j_\uparrow+j_\downarrow$ is the total flux, with $J>0$ for injection into the semiconductor and $J<0$ for extraction from it;
- $J_s=j_\uparrow-j_\downarrow$ is the spin flux, the rate at which the contact supplies up spin to the semiconductor, net of down spin.

The charge current is $-J$, because electrons are negative. The spin axis is fixed in space and is the same for both current directions.

In the semiconductor at the contact, the spins have electrochemical potentials $\mu_\uparrow$ and $\mu_\downarrow$. The spin accumulation is $\Delta=\mu_\uparrow-\mu_\downarrow$. The metal has a single potential $\mu_F$; its own accumulation is neglected and is estimated below. The barrier conserves spin, and each spin has its own tunnel conductance per area:

$$j_\uparrow=g_\uparrow(\mu_F-\mu_\uparrow),\qquad j_\downarrow=g_\downarrow(\mu_F-\mu_\downarrow). \tag{1}$$

With $g=g_\uparrow+g_\downarrow$, the conductance polarization is $P=(g_\uparrow-g_\downarrow)/g$.

For a nonlinear contact, (1) defines $g_\uparrow$ and $g_\downarrow$ as flux divided by potential difference at the working point. These chord conductances are positive if both sides have the same temperature, since each spin then flows from the higher potential to the lower. "The same sign of polarization" means the same sign of this $P$ at the two working points.

## Which spin crosses, and which way

The polarization says which spin crosses more easily. It does not say in which direction the electrons go. Take $P=0.4$ and a $\Delta$ small compared with the potential drop over the barrier. Of every 100 electrons that cross, 70 are up and 30 are down. In injection they enter the semiconductor and add a net 40 up spins. In extraction they leave it and remove a net 40 up spins. A semiconductor that was unpolarized is left with too many down electrons.

The ratio $J_s/J$, the polarization of the current, is positive both times: in extraction it is a ratio of two negative numbers. The accumulation responds to the supply $J_s$ itself, and $J_s$ has changed sign. Two things could spoil this argument. The accumulation acts back on the tunnelling, and the semiconductor must turn a supply of a given sign into an accumulation of the same sign. Both can be worked out.

## The tunnel contact

Let $V=\mu_F-(\mu_\uparrow+\mu_\downarrow)/2$ be the drop measured from the mean potential of the two spins. Then $\mu_F-\mu_\uparrow=V-\Delta/2$ and $\mu_F-\mu_\downarrow=V+\Delta/2$. Since $g_\uparrow=g(1+P)/2$ and $g_\downarrow=g(1-P)/2$, equation (1) becomes

$$j_\uparrow=\frac g2(1+P)\Big(V-\frac\Delta2\Big),\qquad j_\downarrow=\frac g2(1-P)\Big(V+\frac\Delta2\Big).$$

The sum and the difference are

$$J=g\Big(V-\frac{P\Delta}{2}\Big),\qquad J_s=g\Big(PV-\frac{\Delta}{2}\Big). \tag{2}$$

The first gives $V=J/g+P\Delta/2$. Put into the second, it yields

$$J_s=PJ-\frac g2(1-P^2)\,\Delta. \tag{3}$$

The first term is the supply found by counting. The second is a backflow: an excess of up electrons makes it harder for more of them to enter and easier for them to leave.

## The semiconductor

Let $n$ be the electron density, $s=n_\uparrow-n_\downarrow$ the spin density, $b$ the mobility and $\tau$ the spin lifetime. The semiconductor is unpolarized at equilibrium and stays neutral, so $n_\uparrow+n_\downarrow=n$ is uniform. Each spin drifts in the potential energy $U(x)$ and diffuses. The two diffusion constants differ only by an amount of order $s$, which multiplies a density gradient that is itself of order $s$. To first order in $s$ one constant $D$ therefore serves both spins. The mobility is taken to be independent of each spin's density. If it is not, the drift term $vs$ below is multiplied by $d\ln\sigma_\uparrow/d\ln n_\uparrow$, where $\sigma_\uparrow$ is the conductivity of one spin. For the silicon example below, this factor lies between 0.92 and 1.15 for scattering times varying as $E^{-1/2}$ to $E^{3/2}$; it moves $\Delta$ by less than 0.5% and cannot change its sign. Then

$$j_{\uparrow,\downarrow}(x)=-b\,n_{\uparrow,\downarrow}\frac{dU}{dx}-D\,\frac{dn_{\uparrow,\downarrow}}{dx}.$$

In the sum the diffusion terms cancel, because $n$ is uniform. Hence $J=-bn\,dU/dx=nv$, where $v=J/n$ is the drift velocity. The difference is

$$J_s(x)=vs-D\frac{ds}{dx}.$$

In the steady state the spin flux falls along $x$ as spins relax, $dJ_s/dx=-s/\tau$, so

$$D\frac{d^2s}{dx^2}-v\frac{ds}{dx}-\frac s\tau=0.$$

The trial form $s=s_0e^{-x/L}$ requires $D/L^2+v/L-1/\tau=0$. The root that decays into the semiconductor is

$$\frac1L=\frac{-v+\sqrt{v^2+4D/\tau}}{2D}. \tag{4}$$

At the contact $-ds/dx=s_0/L$, so

$$J_s(0)=\Big(v+\frac DL\Big)s_0=w\,s_0,\qquad w=\frac{v+\sqrt{v^2+4D/\tau}}2 . \tag{5}$$

The square root exceeds $|v|$, so $w>0$ for either direction of drift. A positive supply therefore gives a positive spin density, and a negative supply a negative one.

To express this through $\Delta$, let $\nu=dn/d\mu$. Each spin contributes half of $\nu$, so $s_0=\nu(\mu_\uparrow-\mu_\downarrow)/2=\nu\Delta/2$ and

$$J_s(0)=\frac{K\Delta}2,\qquad K=\nu w>0. \tag{6}$$

Without drift, $w=\sqrt{D/\tau}=D/\lambda$ with the spin diffusion length $\lambda=\sqrt{D\tau}$. The Einstein relation $\nu D=bn=\sigma$, where $\sigma$ is the conductivity, then gives $K=\sigma/\lambda$.

## The sign and size of the accumulation

No spin is lost in the barrier, so (3) and (6) are equal:

$$\frac{K\Delta}2=PJ-\frac g2(1-P^2)\Delta .$$

Collecting the terms in $\Delta$ gives

$$\boxed{\;\Delta=\frac{2PJ}{K+g(1-P^2)}\;} \tag{7}$$

The denominator is positive. The sign of $\Delta$ is the sign of $PJ$, and reversing $J$ at fixed sign of $P$ reverses $\Delta$. Backflow makes the accumulation smaller but cannot change its sign.

Relaxation plays opposite parts in the two cases. In injection it destroys the surplus of up spin that the contact delivers. In extraction it turns some of the surplus down electrons into up electrons, which replace those the contact removes.

The two accumulations need not be equal in size, since $K$ contains the drift velocity. Injection drift carries spin away from the contact and raises $K$. Extraction drift holds spin against the contact and lowers $K$. At equal $|J|$, $P$ and $g$, extraction therefore gives the larger $|\Delta|$.

Strong drift brings out the contrast. In injection with $v\gg\sqrt{D/\tau}$, (5) gives $w\to v$. If backflow is also negligible, then $s_0=J_s/w\to PJ/v=Pn$: the electrons near the contact have the polarization of the current that brought them. The iron contact on silicon treated below is far from this limit: $s_0=0.9\,Pn$ needs $v=3\sqrt{D/\tau}$, which is 60 times the current used there. At fixed $g$ that would be a drop of 6 V. A tunnel barrier conducts superlinearly, and a WKB estimate (10 angstrom, mass 0.4, height 1 to 3.6 eV) gives 1.3 to 2.6 V instead, depending on the height and on how the supply of electrons is counted. This is still 13 MV/cm or more in the oxide, $P$ need not keep its low-bias value there, and $s_0\approx0.36\,n$ is no longer small. In extraction with $|v|\gg\sqrt{D/\tau}$, expanding the root gives $w\to D/(\tau|v|)$, so $K\to0$ and

$$\Delta\to\frac{2PJ}{g(1-P^2)} .$$

Equation (3) then gives $J_s/J\to0$. The unpolarized stream from the bulk brings equal numbers of both spins, and down electrons pile up until the contact passes equal numbers too. This limit needs $K\ll g(1-P^2)$ and also $|s_0|\ll n$; at larger currents the linear treatment fails. The iron contact on silicon treated below cannot reach it: at $|v|=\sqrt{D/\tau}$ the linear formula already gives $|s_0|\approx0.6\,n$, while $\Delta$ is only 2% of the limiting value.

## When the polarization depends on energy

In a real contact the conductances depend on bias, and (7) needs $P$ at each working point. A condition on the barrier itself is more useful. Let the transmission weights $T_\uparrow(E)$ and $T_\downarrow(E)$ be positive, and let $f$ be the Fermi function at the common temperature:

$$j_\uparrow=\int T_\uparrow(E)\,[f(E-\mu_F)-f(E-\mu_\uparrow)]\,dE,$$

with the same form for down. Suppose that $T_\uparrow>T_\downarrow$ at every energy, for both biases. Then $\Delta$ has the sign of $V$.

Take $V>0$ and assume that $\Delta\le0$. Then $\mu_\uparrow\le\mu_\downarrow$, and $\mu_F-\mu_\uparrow=V-\Delta/2>0$. The bracket for up spin is positive at every energy and at least as large as the bracket for down spin. Its weight is also larger, so $j_\uparrow>j_\downarrow$ and $J_s>0$. But (6) requires $J_s=K\Delta/2\le0$, a contradiction. Hence $\Delta>0$.

Next assume that $\Delta\ge2V$. Then $\mu_F-\mu_\uparrow\le0$ gives $j_\uparrow\le0$, while $\mu_F-\mu_\downarrow>0$ gives $j_\downarrow>0$. So $J_s<0$, whereas (6) requires it to be positive. Hence $0<\Delta<2V$, both spins flow into the semiconductor, and $J>0$. For $V<0$ all the inequalities reverse. The flip thus survives a strongly nonlinear contact if one spin has the larger transmission throughout.

If the favoured spin changes with energy, the flip can fail. Consider a model with $T_{\uparrow,\downarrow}=1\pm0.8\tanh[(E+0.02)/0.2]$, energies in eV from the mean semiconductor potential, $k_BT=0.02585$ eV, and $K=20$ in the same relative units. Solving the spin balance numerically for $\Delta$ gives:

- at $V=+0.2$ eV, $P=0.39$ and $\Delta=+0.0143$ eV;
- at $V=-0.2$ eV, $P=-0.27$ and $\Delta=+0.0099$ eV.

Injection uses mostly energies above the mean potential, where up dominates; extraction uses mostly energies more than 0.02 eV below it, where down dominates. Both $J$ and $P$ change sign, so their product does not. The zero-bias polarization is $+0.08$ and gives no warning of this. The model has no band edge. In the silicon treated below, the conduction band begins almost at the mean potential, and about 90% of this extraction flux would lie in the gap. With the transmissions cut off at that edge, $P=+0.19$ in extraction and the flip returns. If the same energy dependence is tied to $\mu_F$ instead, with the band edge kept, $P=-0.25$ in injection and $+0.66$ in extraction, and $\Delta$ is negative both times, so the flip fails again.

Unequal temperatures are another exception. With the same transmissions but $K=1$, and the magnet at $k_BT=0.030$ eV, the balance at $J=0$ gives $\Delta=+0.0019$ eV. Heat alone has produced an accumulation. This value needs a difference of 48 K and a sink $K$ of about half the zero-bias $g$; with $K/g\approx62$, as in the silicon example below, the same model gives only $4\times10^{-5}$ eV. Joule heating in the barrier is proportional to $J^2$, so an accumulation driven by it would not reverse with the current. Peltier heat at the contact, in contrast, is odd in $J$.

## Numbers for an iron contact on silicon

Consider bcc-Fe on a 10 angstrom MgO barrier on heavily doped n-type silicon at 300 K. The inputs are rough typical values: $n=2\times10^{19}$ cm$^{-3}$, $b=120$ cm$^2$/Vs, $\tau=10^{-9}$ s, $g=10^5$ S/cm$^2$ and $P=0.4$. The current density is $10^4$ A/cm$^2$ in each direction, with $P$ and $g$ held fixed. Fixed $g$ is an idealization. With flat bands, the band edge near the mean potential and a constant transmission above it, the current at $-0.1$ V would be only about a fifth of that at $+0.1$ V, and already almost saturated. For a transmission rising linearly from the edge it would be about a tenth. Equal currents then need a barrier that is more transparent in extraction. Because backflow is weak here, $\Delta/J$ hardly depends on $g$. Below, $J$ is the particle flux times $e$, so conductances per area are in S/cm$^2$ and potentials in eV correspond to volts.

At this density silicon is on the edge of degeneracy. Fermi statistics for six valleys with masses 0.92 and 0.19 raise $D$ above its classical value $bk_BT/e$ by a factor 1.253:

$$D=1.253\times120\times0.02585=3.89\ \text{cm}^2/\text{s}.$$

This factor is for non-interacting electrons. Exchange in first order lowers it to about 1.19 with a 10 angstrom screening length and to 0.96 unscreened. At fixed $\sigma$ and $\tau$ this would lower $|\Delta|$ below by 2 to 12% without changing its sign. With 1.253, $\lambda=\sqrt{D\tau}=6230$ angstrom. With $\sigma=enb=385$ S/cm, $\sigma/\lambda=6.17\times10^6$ S/cm$^2$. The drift velocity is $r=0.050$ of $\lambda/\tau$. Written with $r$, equation (5) gives $K=(\sigma/\lambda)\,[\pm r/2+\sqrt{1+r^2/4}\,]$, which is $6.33\times10^6$ S/cm$^2$ for injection and $6.02\times10^6$ S/cm$^2$ for extraction. The backflow term is $g(1-P^2)=0.084\times10^6$ S/cm$^2$. Then

$$\Delta_{\rm inj}=\frac{2(0.4)(10^4)}{(6.33+0.08)\times10^6}=0.00125\ \text{eV}=1.25\ \text{meV},$$

$$\Delta_{\rm ext}=-\frac{2(0.4)(10^4)}{(6.02+0.08)\times10^6}=-0.00131\ \text{eV}=-1.31\ \text{meV}.$$

The spin flux is $K\Delta/2$, or $+3950$ and $-3940$ A/cm$^2$. Divided by $J$, it gives a current polarization of about 0.39 both times, slightly below $P$ because of backflow. The spin density is about 2% of $n$, positive for injection and negative for extraction, so the linear treatment is justified. From (4), the accumulation reaches 6390 angstrom into the silicon in injection and 6080 angstrom in extraction.

Several neglected effects are small here:

- The accumulation in iron is of order $2J\lambda_{\rm Fe}/\sigma_{\rm Fe}$. With roughly 80 angstrom and $10^5$ S/cm, this is $1.6\times10^{-7}$ eV.
- The drop $J/g=0.10$ V dissipates $10^3$ W/cm$^2$. The Peltier heat of the silicon, 0.06 to 0.11 V times $J$ for the scattering laws above, is of similar size; it is subtracted in injection and added in extraction, so this figure gives only the order of magnitude. With a rough thermal resistance of $10^{-4}$ K cm$^2$/W, the barrier sustains 0.1 K. If the thermal effect is of order $k_B$ times this temperature difference, it contributes about $10^{-5}$ eV.
- The screening length, $\sqrt{\epsilon/(e^2\nu)}$ with permittivity $\epsilon$, is 10 angstrom, far below $\lambda$, which supports neutrality.
- A stray field across the spin axis turns the spins at a rate $\omega$. Combine the two spin components perpendicular to the field into one complex spin density. Without drift or backflow, $1/\tau$ becomes $1/\tau+i\omega$ in its diffusion equation, and the accumulation along the axis is multiplied by $\mathrm{Re}\,(1+i\omega\tau)^{-1/2}$. This is positive for any $\omega$; at 1 mT, $\omega\tau=0.18$ and the factor is 0.99. It falls to 0.61 at 10 mT and 0.17 at 100 mT, so the size of $\Delta$ is safe only if the stray field stays near 1 mT; in this half-space the sign at the contact is safe for any field. Farther away it is not: the component along the axis changes sign at about $1.5\lambda$ for 10 mT and $0.3\lambda$ for 100 mT.

Real contacts of this kind depart from the model in larger ways. The assumption that matters most for the sign is that $P$ is the same at both biases. If it were $-0.4$ in extraction, $\Delta$ would be $+1.31$ meV and there would be no flip. With backflow this weak, $\Delta$ is nearly proportional to $P$, so halving $P$ nearly halves it. The silicon may also be depleted next to the oxide. For a band bending of 0.3 eV, the depletion width $\sqrt{2\epsilon(0.3\ \text{V})/(en)}$ is 44 angstrom, a second barrier that must be included in $g$ and $P$. Finally, many devices use a silicon film of thickness $t$ below $\lambda$. Relaxation alone then removes spin at the rate $st/\tau$, which contributes $\nu t/\tau$, or $t/\lambda$ times $\sigma/\lambda$, to $K$. The current must also leave or arrive sideways, and it carries spin with it. At the centre of a contact much wider than $\lambda$, whose current leaves or arrives equally on both sides, with uniform $J$ and $|v|<t/\tau$, the balance approaches $J_s=s(t/\tau+v)$. For $t=\lambda/10$ and $r=0.050$, this raises $|\Delta|$ about sixfold in injection. In extraction the rise at the centre is about 12-fold for a contact $6\lambda$ wide and about 15-fold for one $20\lambda$ wide, and smaller towards the edges, where unpolarized electrons flow in. If the current arrives from one side only, the rise at the centre is about ninefold for both widths. The spin density at the centre is about $0.12\,n$ in injection and between about $0.18\,n$ and $0.29\,n$ in these extraction cases, so the linear treatment is only rough. Uniform $J$ is itself an idealization, since the current crowds within $\sqrt{\sigma t/g}\approx2.5\lambda$ of the edge. At the same mean $J$ and with current on both sides, crowding lowers the rise at the centre in extraction to about tenfold for $6\lambda$ and to less than twofold for $20\lambda$. Without a stray field, drift and diffusion only move spin and relaxation only removes it, so the sign rule is unchanged. With a field it can fail locally, because sideways drift carries precessed spin along under the contact. In extraction at 30 mT, with uniform $J$ and a contact $20\lambda$ wide fed from one side, the accumulation has the reversed sign on about a sixth of the contact.

## What a voltage measurement shows

For a linear contact, with $g$ and $P$ fixed, (2) shows that the accumulation adds $P\Delta/2$ to the drop at the contact that creates it. Divided by the current, this is a resistance times area,

$$\frac{P\Delta}{2J}=\frac{P^2}{K+g(1-P^2)},$$

which is positive for both directions: $2.5\times10^{-8}$ ohm cm$^2$ in injection and $2.6\times10^{-8}$ ohm cm$^2$ in extraction. Its sign does not reveal the flip, because $P$ enters twice, once in creating $\Delta$ and once in detecting it. A linear contact with $P=-0.4$ gives the opposite $\Delta$ in extraction, yet the same $+2.6\times10^{-8}$ ohm cm$^2$. A nonlinear contact behaves differently. A measurement sees the change of $V$ at fixed $J$ when $\Delta$ is removed, and this is not set by the chord $P$. In the model above without a band edge it is set by the transmissions at the semiconductor's potential, whose polarization is $+0.08$. The change divided by $J$ is then about a fifth of the chord value in injection and negative in extraction. A band edge matters even when the transmissions have a fixed polarization. For constant transmissions cut off at the silicon band edge, $P\Delta/2$ is multiplied by the occupation of the edge on the silicon side divided by that on the metal side. This factor is about $1/2$ at $+0.1$ V and about 25 at $-0.1$ V, so the two nearly equal values above belong to the linear contact only.

A second magnetic contact that carries no net current does reveal it. Setting $J=0$ in (2) for that contact gives $V_d=P_d\Delta_d/2$, where $P_d$ is its polarization and $\Delta_d$ the accumulation beneath it. This $V_d$ is counted from the mean potential beneath the detector. In the current path an ohmic drop adds to it and also reverses with $J$: over a distance $\lambda$ it is $J\lambda/\sigma=1.6$ mV, against $V_d\approx0.1$ mV for $P_d=0.4$. The detector must therefore lie outside the current path, or $V_d$ must be isolated by comparing its two magnetizations. With the detector's magnetization held fixed, $V_d$ follows the sign of $\Delta_d$. It changes sign when the first contact is switched from injection to extraction, provided that contact keeps the sign of its $P$ and precession is weak. A stray field can spoil this, because the precession phase differs between the two directions. Take the film of thickness $\lambda/10$ at 10 mT, with a contact $6\lambda$ wide, uniform $J$ and current from one side. On the current-free side $\Delta_d$ passes through zero at about $1.0\lambda$ from the contact in injection and $0.4$ to $0.5\lambda$ in extraction (depending on how much transverse spin the contact absorbs), and between these distances $V_d$ does not flip.

Numbers in the example were calculated in double precision.
